# Why coherent ferroelectric nuclei need undercooling

A calculation of a nucleation barrier, or of whether a seed in a phase-field simulation will grow, needs a driving force per volume. One must decide whether to enter the free-energy difference between stress-free crystals or that difference less the elastic energy of the nucleus, and, in the second case, at which polarization to evaluate both. The choice can move the predicted threshold by many kelvin, or even place it below the temperature at which the paraelectric phase itself becomes unstable.

## The energy that growth cannot remove

Take a crystal with a first-order transition and, relative to the paraelectric phase, the stress-free free energy density

$$G(P,T)=A(T-T_0)P^2+\beta P^4+\gamma P^6,\qquad \beta<0,\ \gamma>0 .$$

The free crystal has spontaneous strain $qP^2$. For $P$ along $z$, $q=\mathrm{diag}(Q_{12},Q_{12},Q_{11})$, with $Q_{12}<0$ and $Q_{11}>|Q_{12}|$ (the closed forms for the tilted and twinned plates below rely on this). Elasticity is linear, with stiffness $C$ equal in both phases. At general strain $\varepsilon$ the energy density is

$$f=f_0(P)-P^2\,q{:}C{:}\varepsilon+\tfrac12\varepsilon{:}C{:}\varepsilon .$$

Completing the square gives

$$f=\left[f_0-\tfrac12 P^4 q{:}C{:}q\right]+\tfrac12(\varepsilon-qP^2){:}C{:}(\varepsilon-qP^2).$$

Without stress the last term vanishes, so the bracket is $G$. The last term is therefore exactly what must be added when the crystal cannot take its spontaneous strain.

A coherent nucleus is in that position, because the displacement must be continuous across its wall. If the nucleus is enlarged by a factor $\ell$ at fixed shape in a large matrix, displacements grow by $\ell$ and strains are unchanged. The elastic energy then grows as $\ell^3$, just as the chemical gain does, while the wall energy grows as $\ell^2$. A nucleus can outgrow its wall cost but not its elastic cost, which must be subtracted from the driving force itself. For uniform $P^2$ inside, this cost is $\kappa P^4$ per volume of nucleus, matrix strain included.

## What shape and orientation can relax

Write the misfit as $qP^2$ times a function that is 1 inside the nucleus and 0 outside, and resolve it into plane waves. With equal moduli, each wave relaxes independently. A displacement wave with direction $n$ produces strains of the form $\tfrac12(a\otimes n+n\otimes a)$, with $a$ free. These have no components in the plane normal to $n$. The in-plane misfit therefore remains, while the other strain components adjust until their stresses vanish. This is plane stress. For isotropic moduli $E,\nu$ and principal in-plane parts $s_1,s_2$ of $q$, the stresses are $E(s_1+\nu s_2)P^2/(1-\nu^2)$ and its partner, up to sign, so

$$\kappa(n)=\frac{E}{2(1-\nu^2)}\left(s_1^2+s_2^2+2\nu s_1s_2\right).$$

The $\kappa$ of any shape is an average of $\kappa(n)$ with non-negative weights. A thin plate with normal $n$ has all its weight at that $n$, so the best plate is a lower bound for every shape.

**Uncharged single domain.** Bound charge is avoided if every wall contains the direction of $P$. Then $n\perp P$, and the in-plane values are $Q_{11}$ and $Q_{12}$:

$$\kappa_A=\frac{E}{2(1-\nu^2)}\left(Q_{11}^2+Q_{12}^2+2\nu Q_{11}Q_{12}\right).$$

This holds for a plate and equally for a long needle along $P$, whose waves all have $n\perp P$.

**Tilted plate.** Let $n$ lie in the $xz$ plane. The in-plane values are $Q_{12}$ along $y$ and $s=Q_{12}+(Q_{11}-Q_{12})n_x^2$ along the other direction. Completing the square again,

$$\kappa(n)=\frac{E}{2(1-\nu^2)}\left[(s+\nu Q_{12})^2+(1-\nu^2)Q_{12}^2\right].$$

The minimum is at $s=-\nu Q_{12}$, the natural Poisson response to the misfit held along $y$:

$$\kappa_B=\tfrac12EQ_{12}^2,\qquad n_x^2=\frac{-(1+\nu)Q_{12}}{Q_{11}-Q_{12}} .$$

Since $q$ is symmetric about $z$, no other normal does better. The faces now carry bound charge. Alternating stripes of $+P$ and $-P$ can compensate it on average without changing the strain, which is even in $P$.

**Twinned plate.** Let a fraction $f$ of fine 90° twins have $P$ along $y$. The two variants differ in strain by $(Q_{11}-Q_{12})P^2(\hat y\hat y-\hat z\hat z)$, which has the compatible form above for a wall with normal along $\hat y+\hat z$, so they fit together without long-range stress. The average misfit along $y$ becomes

$$q_m=Q_{12}+f(Q_{11}-Q_{12}),$$

and the same square gives $\kappa=\tfrac12Eq_m^2$ for $q_m\le0$. No other normal improves on this. Every plane contains a direction lying in the $xy$ plane, where the misfit is at most $q_m$. Hence one principal value obeys $s_1\le q_m\le0$, and the plane-stress energy is at least $\tfrac12Es_1^2$. At $f^*=-Q_{12}/(Q_{11}-Q_{12})$ the long-range elastic cost vanishes.

The unrelaxed elastic energy is what remains after the relaxations available to the nucleus have been used.

## The coherent threshold

With $\beta'=\beta+\kappa$, the energy density of the nucleus apart from its walls is

$$L=A(T-T_0)P^2+\beta'P^4+\gamma P^6 .$$

At the threshold the best polar state has $L=0$ and $dL/dP=0$. Dividing these by $P^2$ and $2P$ respectively,

$$A(T-T_0)+\beta'P^2+\gamma P^4=0,\qquad A(T-T_0)+2\beta'P^2+3\gamma P^4=0 .$$

Subtraction gives $P^2=-\beta'/(2\gamma)$, which requires $\beta'<0$. Substitution in the first equation gives $A(T-T_0)=\beta'^2/(4\gamma)$. Setting $\kappa=0$ gives the bulk transition $T_c$, so

$$T_c-T_{\rm coh}=\frac{\beta^2-(\beta+\kappa)^2}{4A\gamma}=\frac{\kappa(2|\beta|-\kappa)}{4A\gamma},\qquad \kappa<|\beta| .$$

If $\kappa\ge|\beta|$, every term of $L$ is non-negative above $T_0$, and no polar nucleus of that kind is favourable there. At $T_0$ the paraelectric matrix loses its own stability. The elastic shift of the threshold is thus limited to $T_c-T_0=\beta^2/(4A\gamma)$. An undercooling that takes up a large part of this window may therefore still be only a few kelvin.

## Which polarization to use

Two simpler subtractions are tempting. The first keeps $P$ at its bulk value at $T_c$, where $P_c^2=|\beta|/(2\gamma)$ and $G=0$. On cooling, only the first term of $G$ changes, so the driving force is $AP_c^2(T_c-T)$. Equating it to $\kappa P_c^4$ gives an undercooling $\kappa|\beta|/(2A\gamma)$.

The second uses the bulk polarization at each temperature. With $u=P^2$, the condition $dG/dP=0$ reads $A(T-T_0)=2|\beta|u-3\gamma u^2$, whence $G=u^2(|\beta|-2\gamma u)$. Setting $G+\kappa u^2=0$ gives $u=(|\beta|+\kappa)/(2\gamma)$, and then

$$A(T-T_0)=\frac{(|\beta|+\kappa)(|\beta|-3\kappa)}{4\gamma},\qquad T_c-T=\frac{\kappa(2|\beta|+3\kappa)}{4A\gamma}.$$

All three results agree to first order in $\kappa$. Beyond it both simpler ones are too large, because the nucleus can lower its energy by reducing $P$: the elastic cost falls as $P^4$.

## Numbers for a perovskite-like crystal

Take $A=3.3\times10^5$ J m/(C² K), $T_0=380$ K, $\beta=-2.0\times10^8$ J m⁵/C⁴, $\gamma=2.8\times10^9$ J m⁹/C⁶, $Q_{11}=0.100$ and $Q_{12}=-0.034$ m⁴/C², $E=120$ GPa and $\nu=0.30$. The window is

$$T_c-T_0=\frac{4.0\times10^{16}}{4(3.3\times10^5)(2.8\times10^9)}=10.8\ \text{K},$$

so $T_c=390.8$ K.

For the uncharged single domain, $\kappa_A=6.0\times10^8$ J m⁵/C⁴, three times $|\beta|$. It is not favourable anywhere above $T_0$. A sphere, which averages $\kappa(n)$ over all directions, has $3.1\times10^8$ and is excluded by its elastic energy alone.

The tilted plate, with its normal 35° from the $P$ axis, has $\kappa_B=\tfrac12(120\times10^9)(0.034)^2=6.94\times10^7$ J m⁵/C⁴. Hence

$$T_c-T_{\rm coh}=\frac{(6.94\times10^7)(4.00\times10^8-0.69\times10^8)}{3.70\times10^{15}}=6.2\ \text{K},$$

more than half the window. Fixing $P$ at its $T_c$ value gives 7.5 K. Using the bulk $P(T)$ gives 11.4 K, a threshold below $T_0$ and therefore meaningless as a nucleation temperature. Twinning at half of $f^*=0.25$ reduces the shift to 1.8 K, and twinning at $f^*$ removes it.

At 3 K below $T_c$ the stress-free crystal offers 38 kJ/m³, but at the same $P$ the tilted plate would cost 111 kJ/m³. At 1 K below $T_{\rm coh}$ the adjusted polarization is 16.0 µC/cm². The chemical gain is then 53.3 kJ/m³ and the elastic cost 45.2 kJ/m³, which leaves $g=8.1$ kJ/m³. The stress-free value at that temperature is 96 kJ/m³.

## What this does to the barrier

For a fixed shape of size $\ell$, volume $v\ell^3$ and area $a\ell^2$, with wall energy $\sigma$, the nucleus energy is $W=-gv\ell^3+\sigma a\ell^2$. Its maximum is at $\ell=2\sigma a/(3gv)$, with height

$$W^*=\frac{4\sigma^3a^3}{27v^2g^2}.$$

The barrier diverges at $T_{\rm coh}$, not at $T_c$. At 1 K below $T_{\rm coh}$, with shape and $\sigma$ held fixed, the elastic subtraction raises it by $(96.2/8.1)^2$, about 140 times.

For an absolute scale, add a gradient energy $k(dP/dx)^2$ with $k=5\times10^{-11}$ J m³/C². At $T_{\rm coh}$, $L=\gamma P^2(P^2-P_B^2)^2$ with $P_B=15.3$ µC/cm². In the equilibrium wall the gradient energy equals $L$ at each point, so

$$\sigma=2\int_0^{P_B}\!\sqrt{kL}\,dP=\tfrac12\sqrt{k\gamma}\,P_B^4=0.10\ \text{mJ/m}^2 .$$

A sphere has the least area for its volume, and the best plate has the least elastic energy. Combining the two gives $16\pi\sigma^3/(3g^2)\approx51\,k_BT$ at 1 K below $T_{\rm coh}$, a lower estimate for a single-variant nucleus of any shape with this $\sigma$. Its radius is $2\sigma/g=25$ nm. The wall profile is $P^2=\tfrac12P_B^2[1+\tanh(x/w_0)]$ with $w_0=\sqrt{k/\gamma}/P_B^2=5.7$ nm, so $P^2$ rises from 10% to 90% over about 13 nm, half the radius, and the sharp-wall picture is rough. The estimate is also far from tight, because no shape has both properties: an oblate ellipsoid with its own elastic energy and the same $\sigma$ has its lowest barrier, about $2\times10^5\,k_BT$, at a thickness near 0.01 of its diameter. $T_{\rm coh}$ is thus a ceiling for this kind of nucleus, not a prediction of where transformation starts.

## Limits of the model and real crystals

The parameters are round values in the rough regime of titanate perovskites with a cubic-to-tetragonal transition near 400 K and a polarization near 20 µC/cm²; they do not describe a particular compound. Real crystals most directly break the assumption of a single strain variant in an unbounded, defect-free matrix. Within the model, twinning with a fraction between $f^*/2$ and $f^*$ lowers the shift from 6.2 K to between 1.8 K and zero, before twin-wall energy, face charge and the local stresses at the plate faces are counted. Free surfaces and defects can also relax misfit, by amounts not calculated here.

Other omissions can be sized for the tilted plate:

- **Edges.** An ellipsoidal plate with thickness 0.01 of its diameter, treated by numerical averaging of $\kappa(n)$, needs 6.65 K instead of 6.20 K.
- **Anisotropy.** Doubling the shear constant $C_{44}$ at fixed $C_{11}$ and $C_{12}$ leaves 6.20 K unchanged in a numerical search over normals. The stress in this plate is uniaxial along a cube axis, so $C_{44}$ does not enter its energy. Lowering $C_{44}$ below the isotropic value does matter, because a plate with another normal then costs less: at half that value the shift falls to 4.1 K. Changes in $C_{11}$ or $C_{12}$ would matter too.
- **Stripes.** Stripes of width $w$ in a plate of thickness $t$ cost $Bw+\sigma_{180}/w$ per volume, where $\sigma_{180}$ is the energy of a 180° wall. Summing the stray field of the alternating face charge, with permittivities from the curvatures of $L$, gives $B=7\zeta(3)P_B^2n_z^2/[\pi^3(\epsilon_m+\epsilon_n)t]$, where $m$ and $n$ denote matrix and nucleus. Counting the 180° wall as two phase walls, $\sigma_{180}=2\sigma=0.20$ mJ/m², would give 2.9 kJ/m³ for $t=1000$ nm, but this is too low. Inside the wall $P^2$ falls to zero while the strains along the wall must still match the stripes on either side, which adds $(\kappa_A-\kappa_B)(P_B^2-P^2)^2$ to $L$. The wall energy rises to about 1.6 mJ/m² and the cost to about 8 kJ/m³, or roughly 1 K more undercooling. That is as much as the whole driving force 1 K below $T_{\rm coh}$, and in this estimate the cost grows as $t^{-1/2}$ for thinner plates. The field term is itself only rough: linear permittivities would polarize the matrix at the faces to 10 µC/cm², where its response is no longer linear. A free or weakly clamped matrix would even lose its paraelectric state before that, at 3.7 µC/cm² for $\kappa=0$ and 4.7 µC/cm² for $\kappa=\kappa_B$; for $\kappa$ above about $1.2\times10^8$ J m⁵/C⁴, as in a layer polarized along its own normal, no such instability occurs.
- **Stress.** The plate is under a tension $E|Q_{12}|P_B^2=95$ MPa, comparable with the rough strength of brittle oxide ceramics. That strength is set by flaws much larger than a nucleus, however. Through a thickness of 1000 nm the plate stores only $\kappa_BP_B^4t\approx0.04$ J/m², far below the roughly 1 J/m² needed to create crack surfaces, so cracking could relax the misfit only in much thicker domains.
